# Interference of mass and force-constant scattering of phonons at point defects, part 2

How do an impurity's mass and spring changes combine in phonon scattering? In a harmonic crystal with one atom of mass \(M\) per cell of volume \(\Omega_0\), a defect at the origin changes the mass by \(\Delta M\) and the force constants \(\Phi\) by \(\Delta\Phi\), within a finite range. The perturbation is \(V=\Delta\Phi-\omega^2\Delta M\,P_0\), where \(P_0\) projects on the origin. Between modes with wave vector \(\mathbf k\) and real unit polarization \(\mathbf e\) (primes: final state), its element is \(W/N\) for \(N\) cells. Rigid translation creates no force; this sum rule gives the spring part

\[
F=\sum_{\mathbf R\mathbf R'}e'_i\,(e^{-i\mathbf k'\cdot\mathbf R}-1)\,\Delta\Phi_{ij}(\mathbf R,\mathbf R')\,(e^{i\mathbf k\cdot\mathbf R'}-1)\,e_j .\tag{10}
\]

At long wavelength

\[
W\simeq-\omega^2\Delta M\,\mathbf e'\!\cdot\mathbf e+k'_mk_n\,e'_ie_j\,D_{im,jn},\quad
D_{im,jn}=\sum_{\mathbf R\mathbf R'}R_m\,\Delta\Phi_{ij}(\mathbf R,\mathbf R')\,R'_n .\tag{11}
\]

The spring part is odd in \(\mathbf k'\), so the total Born energy-decay rate at order \(\omega^4\) is

\[
\Gamma=\Gamma_{\rm mass}+\Gamma_{\rm force}.\tag{12}
\]

In the cubic (scalar) model, springs \(K\), equally stiff for stretching and sideways motion, join six neighbours at \(\boldsymbol\delta\), spacing \(a\). The defect changes its six springs by \(\Delta K\); \(m=\Delta M/M\), \(f=\Delta K/K\). With sound speed \(v\), scattering angle \(\theta\) and defect site fraction \(c\),

\[
F=\Delta K\sum_{\boldsymbol\delta}(e^{-i\mathbf k'\cdot\boldsymbol\delta}-1)(e^{i\mathbf k\cdot\boldsymbol\delta}-1).\tag{15}
\]

\[
\frac{W}{M\omega^2}=-m+2f\cos\theta .\tag{17}
\]

\[
\Gamma=\frac{c\,\Omega_0\,\omega^4}{4\pi v^3}\,B,\qquad B=m^2+\frac{4f^2}3 .\tag{19}
\]

The lattice adds

\[
\delta B=-\frac{mf}3\,x^2,\qquad x=\frac{\omega a}{v}=\omega\sqrt{M/K}.\tag{21}
\]

For heat flow along \(z\), the occupation \(n_0\) changes by \(g(\mathbf n)\), \(\mathbf n\) being the travel direction:

\[
v\,n_z\,\frac{\partial n_0}{\partial z}=-\big\langle\gamma(\theta)\,[g(\mathbf n)-g(\mathbf n')]\big\rangle_{\mathbf n'},\tag{22}
\]

Here \(\gamma(\theta)\) is the prefactor of (19) times (17) squared. The trial form \(g=-A\,n_z\), with constant \(A\), gives \(\Gamma_{\rm tr}=\langle\gamma(\theta)(1-\cos\theta)\rangle\), with bracket

\[
B_{\rm tr}=m^2+\frac{4f^2}3+\frac{4mf}3 .\tag{24}
\]

\[
\frac{B_{\rm tr}-B}{B}=\frac{4mf/3}{m^2+4f^2/3}.\tag{25}
\]

The computed results' "normalized cross term" is the final-state sum of (mass part)×(force part), divided by the square root of the product of their summed squares; "absolute" sums absolute products.

### Beyond the Born approximation

For a strong defect the incident wave in \(V|\mathbf k\rangle\) must be replaced by the full wave \(\psi\), which includes what the defect itself has scattered. The amplitude is then an element of

\[
T=V(1-GV)^{-1},\qquad G=(\omega^2M-\Phi+i0)^{-1}.\tag{26}
\]

The argument for the leading order carries over. By the sum rule behind (10), the spring part of \(\langle\mathbf k'|V|\psi\rangle\) contains \(e^{-i\mathbf k'\cdot\mathbf R}-1\), which is linear in \(\mathbf k'\), and differences of \(\psi\) between nearby atoms. These differences are linear in \(\mathbf k\), provided that the defect has no resonance at low frequency. They now describe the strain as the weakened or stiffened region actually takes it up, so \(D\) in (11) is replaced by a corrected tensor. The mass part is \(-\omega^2\Delta M\,\mathbf e'\cdot\psi(0)\), and \(\psi(0)\) tends to \(\mathbf e\) at long wavelength. The spring part is still odd in \(\mathbf k'\), and the cross term again drops out at order \(\omega^4\). The spring term of the total rate is, however, no longer the same for \(f\) and \(-f\), because a softened region takes up more strain than a stiffened one.

The remainder, however, changes: it grows for a heavy atom and shrinks for a light one. To first order in \(\Delta K\), but with the mass treated fully, the springs add to the cubic-model amplitude

\[
\Delta K\sum_{\boldsymbol\delta}(\chi'_{\boldsymbol\delta}-\chi'_0)(\chi_{\boldsymbol\delta}-\chi_0),\tag{27}
\]

where \(\chi\) is the wave that the mass defect alone produces from the incident wave \(\mathbf k\), and \(\chi'\) the one it produces from \(-\mathbf k'\). The equation of motion of the central atom, \((M+\Delta M)\omega^2\chi_0=K\sum_{\boldsymbol\delta}(\chi_0-\chi_{\boldsymbol\delta})\), gives

\[
\sum_{\boldsymbol\delta}(\chi_{\boldsymbol\delta}-\chi_0)=-(1+m)\,x^2\chi_0 .\tag{28}
\]

The springs must accelerate a heavier atom and are stretched more. The part of the stretch that is equal on all six springs is one sixth of (28). With \(\chi_0\simeq1\) at long wavelength, this part contributes \(6\Delta K[(1+m)x^2/6]^2\) to (27). Divided by \(M\omega^2=Kx^2\), it is \(f(1+m)^2x^2/6\). At leading order the mass amplitude \(-m\) does not depend on direction, so the other parts of the stretch average out of the cross term, by parity or by cubic symmetry. Twice the product with \(-m\) is

\[
\delta B\simeq-\frac{mf}3(1+m)^2x^2 ,\tag{29}
\]

which is the Born remainder (21) multiplied by \((1+m)^2\).

### Worked example

Take \(m=1.6\), \(f=-0.10\), \(c=1\,\%\) and \(\Omega_0=0.020\ \mathrm{nm^3}\). These are rough values in the regime of dilute germanium in silicon. The defect density is \(c/\Omega_0=5.0\times10^{20}\ \mathrm{cm^{-3}}\), and the model's lattice spacing is \(a=\Omega_0^{1/3}=0.271\) nm. The longitudinal and transverse sound speeds are taken as roughly \(c_L=9.0\) and \(c_T=5.4\) km/s. The single speed of the model is chosen to give the same long-wave density of states,

\[
\frac3{v^3}=\frac1{c_L^3}+\frac2{c_T^3}\quad\Rightarrow\quad v=5.97\ \mathrm{km/s}.\tag{30}
\]

At 1.0 THz, a phonon energy of 4.1 meV, \(x=2\pi(10^{12}\,\mathrm{s^{-1}})(0.271\,\mathrm{nm})/(5.97\,\mathrm{km/s})=0.286\).

The squared amplitude from (17) is \((-1.6-0.2)^2=3.24\) forward, \(1.6^2=2.56\) at a right angle and \((-1.6+0.2)^2=1.96\) backward. The brackets are

\[
B=2.560+0.013=2.573,\qquad B_{\rm tr}=2.573-0.213=2.360 .\tag{31}
\]

The spring change adds half a per cent to the total rate but lowers the transport rate by 8.3 % relative to it. A numerical solution of (22) on a grid of directions, with the amplitudes taken from the bond sum (15), also gives 2.360.

The prefactor in (19) is \(1.164\times10^8\ \mathrm{s^{-1}}\), hence

\[
\Gamma=3.0\times10^8\ \mathrm{s^{-1}},\qquad\Gamma_{\rm tr}=2.7\times10^8\ \mathrm{s^{-1}},\tag{32}
\]

or 0.30 and 0.27 per nanosecond. The mean free paths \(v/\Gamma\) and \(v/\Gamma_{\rm tr}\) are about 20 and 22 µm.

### What the model leaves out

Finite wavelength. The Born remainder (21) is 0.0043 at 1 THz, or 0.2 % of \(B\). At 4 THz it is 0.070, or 2.7 % of the long-wave \(B\), but for so heavy an atom the Born approximation itself has failed there. The full \(T\) matrix (26) on the same lattice, for incidence along a body diagonal, gives a total bracket of about 18.5 at 4 THz, seven times the long-wave Born value. The total rate then depends strongly on the sign of \(f\): with \(f=+0.10\) the bracket is about 9.5. The results of this example apply near 1 THz and below.

Repeated scattering at one defect. The full \(T\) matrix on the lattice, for incidence along a body diagonal, gives 2.82 for the total bracket and 2.59 for the transport bracket. Both are nearly 10 % above the Born values; this difference includes lattice dispersion as well as higher orders. The transport rate is still 8.1 % below the total. To isolate the dependence on the sign of \(f\), define for any rate or resistance \(R\), at fixed \(m\) and \(|f|\),

\[
S=\frac{R(f)-R(-f)}{R(f)+R(-f)} .\tag{33}
\]

The total rate has \(S=0.012\), which is small but several times the Born remainder. Equation (29) accounts for most of it: \(0.0043\times2.6^2=0.029\), and division by the bracket 2.82 gives 0.010. The rest is of higher order and has not been separated. For the transport rate \(S=-0.067\), against \(-0.083\) from (25).

Two kinds of sound. The springs of the cubic model also resist a rigid rotation, which real interatomic forces do not. An elastic solid responds to strain alone and has separate longitudinal and transverse waves. In an isotropic elastic solid of density \(\rho\), with Lamé constants \(\lambda=\rho(c_L^2-2c_T^2)\) and \(\mu=\rho c_T^2\), let the defect scale both constants by \(1+f\) over a volume \(2\Omega_0\). The factor 2 matches the cubic model, where the defect touches six springs while a perfect cell owns three. The strain energy then replaces (17) by

\[
\frac W{M\omega^2}=-m\,\mathbf e'\!\cdot\mathbf e+\frac{2f}{c_sc_{s'}}\Big\{(c_L^2-2c_T^2)(\mathbf n\cdot\mathbf e)(\mathbf n'\!\cdot\mathbf e')
+c_T^2\big[(\mathbf n\cdot\mathbf n')(\mathbf e\cdot\mathbf e')+(\mathbf n\cdot\mathbf e')(\mathbf n'\!\cdot\mathbf e)\big]\Big\},\tag{34}
\]

with \(\mathbf k=\omega\mathbf n/c_s\) for an incoming wave of kind \(s\). Let \(\Gamma_s\) be its total rate, and \(\Gamma^{(1)}_{ss'}\) its rate into kind \(s'\) weighted with \(\mathbf n\cdot\mathbf n'\). The trial form used for (22), with one amplitude \(\phi_s\) for each kind, gives

\[
c_s=\Gamma_s\phi_s-\sum_{s'}\Gamma^{(1)}_{ss'}\phi_{s'},\qquad
\kappa\propto\sum_s\frac{g_s\phi_s}{c_s^2},\tag{35}
\]

where \(\kappa\) is the heat conductance at this frequency and \(g_s=1,2\) counts the longitudinal and transverse modes. The weight is the density of states, proportional to \(g_s/c_s^3\), times the speed \(c_s\). The total brackets are 2.57 for longitudinal and 2.58 for transverse waves, and neither changes when the sign of \(f\) is reversed. The resistance \(1/\kappa\) has \(S=-0.070\), nearly all of it from the change of the shear modulus: changing the shear modulus alone gives \(-0.068\), and changing the bulk modulus alone gives \(-0.003\). In this elastic model the interference effect is thus about 7 %, against 8.3 % in the cubic model, and it has the same sign.

Strain around the impurity. If vibration frequencies vary with volume as \(\Omega^{-\gamma}\), a spring constant varies as the square of a frequency, and hence as (bond length)\(^{-6\gamma}\). A rough stretch of 2 % with \(\gamma=1\) gives a spring change of \(1.02^{-6}-1=-0.11\), as large as the assumed \(f\). Together they would make \(f=-0.21\) and, if only the six central springs changed, put the transport rate about 17 % below the total. A misfit also strains the distant bonds. With the displacement \(\mathbf u=s\,a^3\mathbf R/R^3\), \(s=0.02\), and each spring changed by \(-6\gamma\) times its relative stretch, the long-wave amplitude \(W/M\omega^2\) gains \(-24\pi\gamma s\sum_i n_in'_i\hat q_i^2\), with \(\hat{\mathbf q}\) the direction of \(\mathbf k-\mathbf k'\). This is of the same order as (17), but it is not odd in \(\mathbf k'\), because a strain falling as \(1/R^3\) has no finite range. For incidence along a cube edge, taken as \(z\), \(\hat q_z^2=(1-\cos\theta)/2\) and the term averages to \(4\pi\gamma s=0.25\). Its cross term with the mass is then \(-0.80\) in the total bracket, and about \(-1.1\) along a body diagonal, so (12) does not hold for such a defect. In this rough estimate the total bracket at 1 THz falls to about 2.2 along an edge and 1.8 along a diagonal, and the rate weighted with \(1-\cos\theta\) lies about 32 % below the total. Compressed bonds would act in the opposite direction. This estimate does not decide which case applies to germanium in silicon. Of the corrections estimated here for 1 THz, this one changes the interference most, and with compressed bonds it could even reverse its sign.

### The real material

The mass change of 1.6 follows from the atomic masses of germanium and silicon, and a germanium content of 1 % is a dilute alloy. The spring change of \(-0.10\) is a rough value, not a measured one. Silicon has two atoms per cell and is elastically anisotropic, and the strain field of a misfitting atom extends beyond its neighbours. Apart from the rough strain estimate above, none of these features is in the calculation. The long-range strain matters most for the main result: where it changes the force constants, the total rate keeps a cross term with the mass at leading order.

In use, other scattering often dominates. With a rough anharmonic rate of \((10^{-19}\ \mathrm{s/K})\,\omega^2\times300\ \mathrm K=1.2\times10^9\ \mathrm{s^{-1}}\), collisions between phonons at room temperature are about four times as frequent as defect scattering at 1 THz. If the rates simply add, replacing \(\Gamma\) by \(\Gamma_{\rm tr}\) changes their sum by less than 2 %. In a film 1 µm thick the crossing rate \(v/(1\ \text{µm})=6\times10^9\ \mathrm{s^{-1}}\) is larger still, twenty times the defect rate. At this frequency and defect fraction the interference can matter for heat flow only in thick, cold samples, where both competing rates are small. The defect rate grows as \(\omega^4\) and the anharmonic one, in this rough form, as \(\omega^2\), so defects gain weight at higher frequencies. There the corrections in \(x^2\) grow as well, and by 4 THz the Born rates can no longer be used for so heavy an atom. The inputs of the example are collected in the numerical output.

## Computed results

```
VECTOR LATTICE, RANDOM DEFECTS (normalized cross term)
inversion-symmetric, net, ka=0.10: -2.39e-03
inversion-symmetric, net, ka=0.05: -5.97e-04
inversion-symmetric, absolute, ka=0.10: 0.816
no inversion, net, ka=0.10: -2.38e-03
no inversion, net, ka=0.05: -5.96e-04
pinned to fixed frame, net, ka=0.10: -0.983
EXAMPLE INPUTS (rough)
mass change m = 1.60, spring change f = -0.10
defect fraction = 1.0 %
defect density = 5.00e+20 cm^-3
volume per atom = 0.020 nm^3
lattice spacing of model = 0.2714 nm
sound speeds L, T = 9.0, 5.4 km/s
mean sound speed v = 5.974 km/s
frequency = 1.0 THz
phonon energy = 4.14 meV
omega a / v = 0.2855
BORN RESULTS, SCALAR MODEL
|W/(M w^2)|^2 at 0 deg = 3.240
|W/(M w^2)|^2 at 90 deg = 2.560
|W/(M w^2)|^2 at 180 deg = 1.960
mass term m^2 = 2.5600
force term 4f^2/3 = 0.0133
transport cross term 4mf/3 = -0.2133
total bracket = 2.5733
transport bracket = 2.3600
transport bracket, Boltzmann solver = 2.3600
rate prefactor = 1.164e+08 s^-1
total rate = 2.994e+08 s^-1
transport rate = 2.746e+08 s^-1
mean free path, total = 19.9 um
mean free path, transport = 21.8 um
NEGLECTED EFFECTS
lattice cross term in bracket, 1 THz = 0.0043
lattice cross term in bracket, 4 THz = 0.0696
T-matrix total bracket = 2.8170
T-matrix transport bracket = 2.5898
sign-swap share, total, T matrix = 0.0121
sign-swap share, transport, T matrix = -0.0674
sign-swap share, transport, scalar Born = -0.0829
sign-swap share, resistance, L+T elastic = -0.0705
elastic total brackets L, T = 2.5741, 2.5828
rough bond strain = 2.0 %
rough Grueneisen parameter = 1.0
spring change from that strain = -0.112
rough anharmonic coefficient = 1.0e-19 s/K
anharmonic rate at 300 K = 1.18e+09 s^-1
anharmonic / defect total rate = 3.96
```
